Misfit Spacing of Two Relaxed Lattices and Their Coincidence Period

A crystalline film lies on a thick crystalline substrate. Along one direction in the interface the substrate has lattice rows with repeat a1 and the film has rows with repeat a2. The two directions are parallel, a2 is larger than a1, and the difference

δ = a2 − a1

is small compared with a1. Both crystals are fully relaxed: each keeps, on average, the repeat it has when free of stress. The origin x = 0 is placed where a film point sits on a substrate point. Until part (f) both rows are treated as rigid and evenly spaced.

**(a) After what distance D does the relative registry of the two rows repeat, and how many unmatched lattice rows does that distance contain?**

Solution. At a position x, the quantity x/a1 is the number of substrate repeats counted from the origin, and x/a2 is the number of film repeats. Their difference,

φ(x) = x/a1 − x/a2,

says how far the two rows have run out of step, in units of one repeat. Registry depends on φ only up to a whole number, because a slip of one full repeat places points over points again. The registry therefore repeats when φ has grown by 1:

D/a1 − D/a2 = 1.

Taking out D and bringing the fractions to a common denominator gives

D (a2 − a1)/(a1 a2) = 1,

and hence

D = a1 a2/(a2 − a1).

The same result follows from counting. The points of a row with repeat a that lie in 0 ≤ x < L number L/a rounded up to a whole number, which exceeds L/a by less than 1. The substrate therefore has

L/a1 − L/a2 = L/D

more rows than the film, with an error smaller than one row. Each distance D thus holds, on average, one substrate row without a partner in the film. The unmatched rows are taken up by misfit dislocations. A dislocation that takes up one whole row has an edge component in the interface of one full row repeat; part (f) also treats a type with half of that.

If the film has the smaller repeat, the unmatched rows belong to the film, and the same argument gives D = a1 a2/|a2 − a1|. As a2 approaches a1, D grows without limit, since equal lattices need no misfit dislocations. At the other extreme, a2 = 2a1 gives D = 2a1 = a2. One "period" then holds a single film repeat. Every film point sits on a substrate point, and D no longer marks a distance between separate dislocations. The dislocation picture needs many film repeats in D, which is the condition δ ≪ a1.

Near the ratio 2 a different slow slip matters. Each film point then slips by a2 − 2a1 against every second substrate point. Registry returns when the total slip is a1, because substrate points lie a1 apart. For a2 > 2a1 this takes a1/(a2 − 2a1) film repeats, so the long period is a1 a2/(a2 − 2a1).

**(b) Express D through the misfit f = (a2 − a1)/a1. What error does the estimate a1/f make?**

Solution. This definition measures the misfit relative to the substrate, and it is positive when the film has the larger repeat. It gives δ = f a1, so

D = a1 a2/(f a1) = a2/f.

The numerator is the film repeat although the misfit refers to the substrate. If the misfit is instead referred to the film, f′ = δ/a2, then D = a1/f′. The two forms are equal; mixing them is what causes an error.

The mixed estimate is a1/f = a1²/δ. Subtracting it from D gives

D − a1/f = a1 a2/δ − a1²/δ = a1 (a2 − a1)/δ = a1.

For a2 > a1 the estimate is too short by one substrate repeat, however large or small the misfit is. For a film with the smaller repeat, the same estimate with |f| is too long by a1. Relative to D the error is a1/D = δ/a2, which is small for small misfit.

**(c) Real rows consist of discrete points, and D need not be a whole number of film repeats. How good are the coincidences near the positions kD, with k = 1, 2, 3, …, and how are they spaced?**

Solution. Film point number n lies at n a2, and substrate point number n lies at n a1, so the film point is ahead by nδ. After k full repeats of slip, it should be compared with substrate point number n + k. The remaining offset is

n a2 − (n + k) a1 = nδ − k a1 = δ (n − k a1/δ).

It would vanish at n = k a1/δ, which is generally not a whole number. Choose n as the whole number closest to it. Then n differs from k a1/δ by at most 1/2, and

|n a2 − (n + k) a1| ≤ δ/2.

Since D = a2 (a1/δ), the distance of this film point from kD is

|n a2 − kD| = a2 |n − k a1/δ| ≤ a2/2.

Near every multiple of D there is thus a pair of points that misses coincidence by at most half the difference of the repeats. This is how a vernier scale works: the best match is found to within half a division, and the mismatch there is a small fraction of a division.

To find the intervals between successive matches, write a1/δ = R + s, with R a whole number and 0 ≤ s < 1. Going from k to k + 1 adds R + s to the number being rounded. The whole part R passes straight through the rounding, and the remainder s raises the rounded number by 0 or 1. Successive matches are therefore R or R + 1 film repeats apart. After K intervals the total number of film repeats differs from K a1/δ by at most 1/2, so the mean interval tends to a1/δ repeats, with length

a2 (a1/δ) = D.

For this mean to come out as R + s, the longer interval must occur in a fraction s of all cases. For s > 0 the intervals thus have two lengths, neither equal to D, while their average is D. For s = 0 all of them equal D.

**(d) When is D a true coincidence period, with points of both rows at every multiple of D?**

Solution. A true coincidence at film point n and substrate point m requires

n a2 = m a1.

If such a pair exists with n > 0, then a2/a1 = m/n is rational. For an irrational ratio the rows never coincide again after the origin, yet D still exists as the period of registry and as the mean spacing of part (c).

Let the ratio be rational, a2/a1 = p/q, with p and q having no common factor. The condition becomes

n p = m q.

The right side is divisible by q, so n p is too. As p shares no factor with q, n itself must be divisible by q. The smallest choice is n = q, which gives m = p. The true coincidence period is therefore

P = q a2 = p a1.

To compare it with D, divide the numerator and denominator of D by a1:

D = a2/(a2/a1 − 1) = a2/(p/q − 1) = q a2/(p − q) = P/(p − q).

Hence

P = (p − q) D.

The registry runs through p − q periods before two points meet again. The two periods agree only if p − q = 1. In terms of the repeats, a1/δ = q/(p − q). Because q and p − q have no common factor either, this is a whole number only when p − q = 1. So D is the one-dimensional coincidence period if a1/(a2 − a1) is a whole number; otherwise it is the mean period of near-coincidences.

Two small cases show the difference. For a2/a1 = 5/4, D = 5a1 and P = 5a1: four film repeats fit on five substrate repeats. For a2/a1 = 7/5, D = 3.5a1 but P = 7a1. At x = D a film point and a substrate point are both missing, although the registry phase has advanced by one. A direct search for the first common point, run over all 780 pairs of whole-number repeats q from 2 to 40 and p from q + 1 to 2q − 1, agreed with P in every case after common factors were removed.

**(e) Find the misfit spacing for a relaxed germanium film on silicon (001), along [110]. Use the rough cubic lattice parameters 0.5431 nm for Si and 0.5658 nm for Ge. Is there a meaningful exact coincidence period?**

Solution. In the diamond structure the shortest lattice vector along [110] is half a face diagonal, so the row repeat is the cubic parameter divided by √2:

a1 = 0.5431 nm/√2 = 0.38403 nm

a2 = 0.5658 nm/√2 = 0.40008 nm

δ = 0.01605 nm, f = 4.180 %

The misfit spacing is

D = a2/f = 0.40008 nm/0.04180 ≈ 9.57 nm (95.7 Å).

The estimate a1/f gives 9.188 nm, which is lower by a1 = 0.384 nm, or 4 % of D.

The ratio a1/δ is 23.925. By part (c), the matches should be 23 or 24 Ge repeats apart, with the longer interval in a fraction 0.925 of cases. A search through explicit lists of points over 40 000 nm found 4178 near-coincidences. Their intervals were 23 and 24 repeats, the share of the longer one was 0.925, and the mean spacing was 9.572 nm. The largest gap was 0.00799 nm, just inside the bound δ/2 = 0.00803 nm.

The best short match puts 24 Ge repeats on 25 Si repeats. The Ge stretch is 9.602 nm long and misses coincidence by 0.0012 nm, about 0.3 % of a row repeat.

The exact coincidence period is another matter. If the four-decimal parameters are taken literally, the ratio is 5658/5431. These numbers have no common factor, and their difference is 227, so

P = 227 D = 2172.8 nm.

Rounding the same parameters to three decimals gives 566/543, with difference 23. Now D = 9.449 nm and

P = 23 D = 217.3 nm.

Dropping one decimal changes P by a factor of ten and D by 1.3 %. Here P reflects how the input was rounded and has no physical content. D is a smooth function of the lattice parameters, whereas P depends on the common factors of two whole numbers.

**(f) Which dislocations have the spacing D, and does the local relaxation of atoms change it?**

Solution. The count in part (a) gives the total slip that the dislocations must take up: one row repeat for each length D. How many dislocations this needs depends on their Burgers vector b. Let a be the cubic parameter, and let the dislocation lines run along [1 −1 0], perpendicular to the [110] direction in which the misfit is counted.

A dislocation with b = (a/2)[110] lies wholly across its line and in the interface. Its length is a/√2, one full row repeat. It is a 90° or Lomer dislocation, and its spacing is D.

A dislocation with b = (a/2)[101] has the component along [110]

(a/2)[101]·[110]/√2 = a/(2√2),

which is half a row repeat. Its component along the line direction is also a/(2√2), while |b| = a/√2. The cosine of the angle between b and the line is therefore 1/2, and the angle is 60°. Twice as many of these are needed, so their mean spacing is

D/2 = 4.79 nm.

The half-repeat shift still leads to a proper crystal fit, because b also has components along the line and normal to the film; the whole of b is a lattice vector. Two 60° dislocations can supply one full repeat together:

(a/2)[101] + (a/2)[0 1 −1] = (a/2)[110].

D is thus a statement about total slip. It becomes a spacing of lines once their type is known.

Local relaxation is a separate question. In a real interface the atoms do not stay evenly spaced. They move towards positions of good fit and leave the mismatch in narrow cores. This cannot change the number of cores if the mean repeats and the dislocation type stay fixed: over a length L the slip must still add up to L/D repeats, however unevenly it builds up.

Whether the cores are also evenly spaced depends on the forces between them. A simple model is a closed chain of 48 atoms joined by equal springs over 50 substrate wells. Lengths are in units of a1 and energies in units of the spring constant times a1². With x_i the position of atom i and u_i its displacement from the evenly spaced chain, the energy is

E = ½ Σ (u_{i+1} − u_i)² + (v/4π²) Σ [1 − cos(2πx_i)], v = 0.1.

The natural atom spacing is 50/48, so

D = (50/48)/(50/48 − 1) = 50/2 = 25 a1,

and the ring must hold two cores. A core is placed where the slip has passed half a repeat. The chain was started with the cores 31.5 a1 apart on one side of the ring, hence 18.5 a1 on the other. Minimizing the energy brought them to 25.0 a1, the even spacing. The share of atoms within 0.1 a1 of a well rose from 0.21 in the rigid chain to 0.54 in the relaxed one; both shares depend on where the chain sits relative to the wells, and take the values 0.17 or 0.21 for the rigid chain and 0.50 or 0.54 for the relaxed one. At this well strength, relaxation sharpens the pattern and evens out the core spacing. With deeper wells the cores are narrow and become pinned: for v = 1, cores started 31 a1 apart stop at 30 a1. The mean spacing is fixed beforehand by closing 48 atoms over 50 wells, so the cores are imposed and the model does not show that a film would form them. For these parameters they are not favoured: the misfit 1/24 = 0.042 lies below the critical value 2√v/π² = 0.064 of the continuum limit, and the same 48 atoms and springs closed over 48 wells, with no core, have E = 0.042 against E = 0.087 with two cores. With wells this weak, the chain offers no noticeable obstacle to core motion; in a film where dislocations are held up, the mean spacing can equal D while individual spacings scatter.

**(g) How far do incomplete relaxation, cooling after growth, a small twist and an uncertain lattice parameter move the Ge/Si result? Change one condition at a time.**

Solution.

Incomplete relaxation. If a fraction R of the misfit is relaxed, the film's mean repeat is a1 + Rδ. Putting this in place of a2 gives

D_R = a1 (a1 + Rδ)/(Rδ) = a1²/(Rδ) + a1.

For R = 0.95, using a1²/δ = 9.188 nm,

D_R = 9.188 nm/0.95 + 0.384 nm = 10.06 nm,

which is 5 % above D. For R → 0 the spacing diverges: a film strained to match the substrate has no misfit dislocations.

Cooling. Suppose the film relaxes fully at 900 K and its dislocation count is frozen during cooling to 300 K. Take rough mean expansion coefficients of 4 × 10⁻⁶ per K for Si and 7 × 10⁻⁶ per K for Ge. Over 600 K the repeats differ from their cold values by the factors 1.0024 and 1.0042. The misfit is larger when hot, and the spacing there is 9.200 nm. On cooling, the array contracts with the thick substrate:

D_cooled = 9.200 nm/1.0024 = 9.18 nm,

which is 4 % below D. The film repeat also shrinks by the substrate's factor, because the number of film rows per substrate row is frozen. Its final strain relative to relaxed Ge at 300 K is

1.0042/1.0024 − 1 = +0.18 %.

This strain is proportional to the difference of the two rough coefficients; mean values of 3.7 and 7.2 × 10⁻⁶ per K give +0.21 % and D_cooled = 9.12 nm. The film ends in tension, although its larger lattice would put a fully matched film in compression. This sign requires almost complete relaxation at 900 K. The thermal strain of 0.18 % is only about 4 % of the misfit, so if a larger share of the misfit is left unrelaxed when hot, the film ends in compression.

Twist. Let the film be rotated in the plane by a small angle θ. For square nets, the phase difference of the two sets of rows is (g1 − g2)·r, where g1 and g2 have lengths 1/a1 and 1/a2 and enclose the angle θ. The period is 1/|g1 − g2|, and

|g1 − g2|² = 1/a1² + 1/a2² − 2 cos θ/(a1 a2)

= (1/a1 − 1/a2)² + 2(1 − cos θ)/(a1 a2).

The first term is 1/D², and the second is positive, so a twist shortens the period. For θ = 0.5° it falls to 9.36 nm, or by 2.2 %. The vector g1 − g2 also turns away from g1, here by about 12°, so the lines make about 78° with their Burgers vector and are no longer pure 90° dislocations. The effect is noticeable at such a small angle because θ, here 0.0087 rad, has to be compared with the misfit of 0.042 and not with 1.

Lattice parameter. Differentiating D with respect to a2 at fixed a1 gives

dD/da2 = [a1(a2 − a1) − a1 a2]/δ² = −(a1/δ)².

This is −(23.925)² ≈ −572. An increase of 0.0001 nm in the cubic parameter of Ge raises a2 by 0.0001 nm/√2 and lowers D by 0.040 nm. The second decimal of D in nm is therefore only as good as the fourth decimal of the lattice parameter.

Comparison with the real case. Relaxed Ge films on Si(001) have a misfit of about 4 % and contain misfit dislocations of both the 90° and the 60° type. The spacing of roughly 10 nm obtained here applies where the 90° type takes up the misfit. A grown and cooled film need not be fully relaxed at the temperature of observation. For the conditions chosen above, this moves D by about 4 to 5 %, upward for unrelaxed misfit and downward for relaxation when hot. The dislocation type matters more, since an array made up of 60° dislocations has half the mean spacing. Taken one at a time, these conditions put the spacing of an array that takes up one full row repeat per line at roughly 9 to 10 nm; further digits describe the input parameters. The values behind these estimates are collected in the numerical output.

Numbers as computed

```
Integer ratios searched: 780
Cubic parameter Si (rough): 0.5431 nm
Cubic parameter Ge (rough): 0.5658 nm
Row repeat a1 (Si, [110]): 0.38403 nm
Row repeat a2 (Ge, [110]): 0.40008 nm
Difference a2 - a1: 0.01605 nm
Misfit f = (a2-a1)/a1: 4.180 %
Misfit spacing D: 9.572 nm = 95.72 angstrom
Length searched: 40000 nm
Near-coincidences found: 4178
Their mean spacing: 9.572 nm
Largest gap found: 0.00799 nm
Bound (a2-a1)/2: 0.00803 nm
a1/(a2-a1): 23.925
Intervals found: [23, 24] Ge repeats
Share of intervals with 24 repeats: 0.925
Best short match: 24 Ge on 25 Si repeats
Length of 24 Ge repeats: 9.602 nm
Gap left at that match: 0.0012 nm
Estimate a1/f: 9.188 nm
4 decimals: D = 9.572 nm, exact period = 2172.8 nm
4 decimals: exact period / D = 227
3 decimals: D = 9.449 nm, exact period = 217.3 nm
3 decimals: exact period / D = 23
60-degree type, share of row repeat: 0.50
60-degree type, mean spacing: 4.786 nm
Relaxation 95 %: D = 10.056 nm
  change: +5.05 %
Expansion Si, Ge (rough): 4.0e-06, 7.0e-06 1/K
Relaxed at 900 K: D there = 9.200 nm
Cooled to 300 K: D = 9.178 nm
  change from D: -4.11 %
  residual film strain: +0.180 %
Twist 0.5 deg: period = 9.362 nm
  change: -2.20 %
Ge parameter +0.0001 nm: D shifts -0.0403 nm
Chain: 48 atoms, 50 wells, strength 0.1
Chain: D from formula = 25.000 a1
Chain: core distance at start = 31.540 a1
Chain: core distance relaxed = 25.000 a1
Chain: atoms within 0.1 a1 of a well, rigid: 0.208
Chain: same share, relaxed: 0.542
```
